# Ground-level spread and mean shift in fins of varying width

**Question**

I'm working on an exercise about narrow fins. The fin is 5 nm wide with hard walls, and the electron mass in the confinement direction is 0.19 of the free-electron mass. The width varies from device to device by 0.3 nm rms. I'm asked for the first-order spread of the ground level and the second-order shift of its mean.

I can write down the particle-in-a-box energy and differentiate it, but then I get stuck. The derivative is negative, and I don't know what a negative spread would mean. When I average the first-order change over all devices I get zero, because the widths average to 5 nm. So why should the mean level move at all, and in which direction? I also tried putting 4.7 nm and 5.3 nm into the formula, and the two changes in energy were not equal and opposite. Is that an error, or is it the effect I'm looking for?

Finally, how far would the answer carry over to a real silicon fin?

**Answer**

The unequal changes are the effect you are looking for. The slope of the level against width gives the spread, and the curvature gives the mean shift.

**The level of one device**

Let $x$ run across the fin from one wall to the other, $0<x<W$. Take each device to have one uniform width, a constant mass $m$ and a flat band edge, which is the zero of energy. Motion along the fin and up its height then separates from motion across it and adds energies that do not depend on $W$, so those can be left out. Between the walls

$$-\frac{\hbar^2}{2m}\psi''=E\psi .$$

The solution that vanishes at $x=0$ is $\psi\propto\sin kx$, with $E=\hbar^2k^2/2m$. It must also vanish at $x=W$, so $kW$ is a multiple of $\pi$. The lowest level has $kW=\pi$:

$$E_1(W)=\frac{\pi^2\hbar^2}{2mW^2}.$$

For the free-electron mass $m_0$, $\pi^2\hbar^2/2m_0=0.37603$ eV nm². At the nominal width $W_0=5$ nm,

$$E_1=\frac{0.37603}{0.19\times 25}\ \text{eV}=0.07916\ \text{eV}=79.16\ \text{meV}.$$

From here on $E_1$ without an argument means this nominal value.

**Slope and curvature**

Since $E_1(W)$ is a constant times $W^{-2}$, each derivative brings down the current power and lowers it by one:

$$\frac{dE_1}{dW}=-\frac{2E_1}{W},\qquad \frac{d^2E_1}{dW^2}=\frac{6E_1}{W^2}.$$

At 5 nm these are

$$-\frac{2\times79.16}{5}=-31.67\ \text{meV/nm},\qquad \frac{6\times79.16}{25}=19.00\ \text{meV/nm}^2 .$$

The negative slope says that a wider fin has a lower level. There is a mechanical reason: the electron pushes on the wall, and it loses energy when the wall gives way. To see this, differentiate $(H-E)\psi=0$ with respect to $W$ and write $\phi=\partial\psi/\partial W$. Then $(H-E)\phi=(dE/dW)\psi$. Multiply by the real, normalized $\psi$ and integrate by parts twice. The volume terms cancel because $\psi$ solves its own equation. Both functions vanish at the fixed wall $x=0$, and $\psi$ vanishes at $x=W$, which leaves

$$\frac{dE}{dW}=\frac{\hbar^2}{2m}\,\psi'(W)\,\phi(W).$$

The condition $\psi=0$ at the moving wall holds for every $W$. Its total derivative gives $\psi'(W)+\phi(W)=0$, so

$$\frac{dE}{dW}=-\frac{\hbar^2}{2m}\,\psi'(W)^2 .$$

With $\psi=\sqrt{2/W}\,\sin(\pi x/W)$ we have $\psi'(W)^2=2\pi^2/W^3$, and the right side becomes $-2E_1/W$, as before.

**Averaging over devices**

Write $W=W_0+\delta$. The problem gives $\langle\delta\rangle=0$ and $\langle\delta^2\rangle=\sigma^2$ with $\sigma=0.3$ nm, where the brackets average over devices. It is convenient to use $x=\delta/W_0$ (no longer the position) and $s=\sigma/W_0=0.06$. The binomial series for $(1+x)^{-2}$ gives

$$\frac{E_1(W)}{E_1}=1-2x+3x^2-4x^3+5x^4-\dots$$

*Spread.* To first order, a device deviates from the nominal level by $-2E_1x$. The spread is the root of the mean square of this deviation, and squaring removes the sign:

$$\sigma_E=\sqrt{4E_1^2\langle x^2\rangle}=2E_1\frac{\sigma}{W_0}.$$

The minus sign still carries information: it says that the wide devices are the low ones. It has no place in an rms value.

*Mean.* The linear term averages to zero, as you found. The quadratic term cannot, because $x^2$ is positive for narrow and wide devices alike:

$$\Delta=\langle E_1(W)\rangle-E_1=3E_1\left(\frac{\sigma}{W_0}\right)^2 .$$

This is half the curvature times $\sigma^2$. It is positive, so the mean level lies above the level of the nominal device. The numbers are

$$\sigma_E=2\times79.16\times0.06=9.50\ \text{meV},$$
$$\Delta=3\times79.16\times0.0036=0.855\ \text{meV}.$$

These are the answers to the exercise. The relative spread of the level, 12 %, is twice the relative spread of the width, 6 %, because the level goes as the inverse square of the width. The mean rises by 1.08 %.

**Your two widths**

The formula gives 89.59 meV at 4.7 nm and 70.46 meV at 5.3 nm. Narrowing by 0.3 nm raises the level by 10.43 meV, and widening by the same amount lowers it by 8.71 meV. Suppose half the devices have each width. Their mean width is 5 nm and their rms deviation is 0.3 nm, as required. The mean level is

$$\frac{89.593+70.456}{2}=80.02\ \text{meV},$$

which is 0.86 meV above the nominal level. The rms spread is half the difference, 9.57 meV. Both are within 1 % of the leading-order results, although this distribution looks nothing like a Gaussian. At leading order only $\langle\delta\rangle$ and $\langle\delta^2\rangle$ enter.

**How good is the expansion?**

For a narrow Gaussian, $\langle x^2\rangle=s^2$, $\langle x^4\rangle=3s^4$ and the odd moments vanish. The mean shift through fourth order is

$$\frac{\Delta}{E_1}=3s^2+5\,(3s^4)=3s^2(1+5s^2).$$

For the variance, square $-2x+3x^2-4x^3$ and keep terms through $x^4$. The square of the first term gives $4x^2$, the square of the second gives $9x^4$, and the product of the first and third gives $2(-2)(-4)x^4=16x^4$. Averaging and subtracting the squared mean, $(3s^2)^2$,

$$\frac{\sigma_E^2}{E_1^2}=4s^2+(9+16)\,3s^4-9s^4=4s^2+66s^4 .$$

Taking the root with $\sqrt{1+u}\approx1+u/2$ gives

$$\sigma_E\approx2E_1s\left(1+\tfrac{33}{4}s^2\right).$$

With $s^2=0.0036$ the corrections are 1.8 % for the mean shift and 3.0 % for the spread, each relative to its leading-order value. A direct average supports this. With levels from a diagonalized lattice Hamiltonian and Gaussian widths cut off at five $\sigma$, the shift is 0.871 meV and the spread 9.79 meV, or 1.85 % and 3.09 % above the leading order.

The cut-off is needed in principle. A Gaussian has a small but nonzero density at $W=0$, and $\int dW/W^2$ diverges there, so the mean of $1/W^2$ over an uncut Gaussian is infinite. Real fins do not have widths near zero. The expansion describes a distribution confined to widths close to $W_0$.

Skewness enters at a lower order than these corrections and can outweigh them. If $\langle x^3\rangle\neq0$, the mean acquires the term $-4E_1\langle x^3\rangle$. For example, let 80 % of the devices be 0.15 nm too narrow and 20 % be 0.6 nm too wide. The mean deviation is still zero and the rms is still 0.3 nm, but

$$\frac{\langle x^3\rangle}{s^3}=0.8(-0.5)^3+0.2(2)^3=1.5 .$$

The mean shift becomes

$$0.855-4\times79.16\times1.5\times(0.06)^3=0.752\ \text{meV},$$

while the direct average over the two widths gives 0.767 meV. The spread changes too. The product of the first two terms in the expansion adds $-12\langle x^3\rangle$ to $\sigma_E^2/E_1^2$. Relative to $4s^2$ this is $-3\times1.5\,s=-0.27$, which lowers the spread by roughly 14 % at this order. The direct average over the two widths gives 8.41 meV, or 11.5 % below the leading-order value, because higher orders take back part of the drop.

**What the two numbers mean**

The ratio of shift to spread is $\Delta/\sigma_E=3s/2=0.09$, so the shift is hard to see in a small sample. The mean of $N$ independent devices has a statistical uncertainty $\sigma_E/\sqrt N$. This falls to the size of the shift when $N=(1/0.09)^2\approx120$.

The shift is also easily confused with a small error in the average width. If the true mean width differs from 5 nm by $b$, the level moves by $-31.67\,b$ meV with $b$ in nm. A mean width too large by $0.855/31.67=0.027$ nm would cancel the second-order shift.

The dependence on fin width is steep. At fixed $m$ and fixed $\sigma$, the spread grows as $W_0^{-3}$ and the mean shift as $W_0^{-4}$. Halving the width would multiply them by 8 and 16 in these leading-order formulas, but $s$ would then be 0.12 and the leading corrections above would be four times larger.

**Carrying the result to a silicon fin**

A 5 nm width and a variation of a few tenths of a nanometre are plausible sizes for a narrow silicon fin, and 0.19 is close to silicon's transverse mass. One assumption that fails even in an empty fin is the hard wall. With rough values for an oxide, a barrier of 3.1 eV and a mass $m_b=0.5\,m_0$, the level drops to 58.4 meV, the spread to 6.0 meV and the mean shift to 0.47 meV. The hard-wall spread is then more than half as large again as the finite-barrier one.

The reason can be worked out. Measure position from the centre of the fin. The lowest state is $\cos kx$ inside and decays as $e^{-\kappa|x|}$ outside, with $\kappa=\sqrt{2m_b(U-E)}/\hbar$ for barrier height $U$. Continuity of $\psi$ and of $\psi'/\text{mass}$ at the wall gives

$$\frac{k}{m}\tan\frac{kW}{2}=\frac{\kappa}{m_b}.$$

For a high barrier the tangent is large, so $kW/2$ is slightly below $\pi/2$. Since $\cot(kW/2)\approx\pi/2-kW/2$ there,

$$\frac{\pi}{2}-\frac{kW}{2}\approx\frac{k\,m_b}{\kappa\,m}
\quad\Rightarrow\quad
k\,(W+2\ell)\approx\pi,\qquad \ell=\frac{m_b}{m\kappa}.$$

The electron behaves as if each wall were moved outwards by $\ell$. Here

$$\kappa=\pi\sqrt{\frac{0.5\,(3.1-0.058)}{0.37603}}\approx6.3\ \text{nm}^{-1},\qquad \ell\approx0.42\ \text{nm},$$

so the effective width is about 5.8 nm. Treating $\ell$ as constant, the spread is about $2\times58.4\times0.3/5.83\approx6.0$ meV, in agreement with the full solution. The oxide mass is uncertain, and so is the use of a single band with this matching rule at an abrupt interface. The reduction is an estimate of size. For oxide masses from 0.3 to 0.6 the spread runs from 6.6 to 5.8 meV. If $\psi'$ itself is matched instead of $\psi'/\text{mass}$, the spread is 7.9 meV, and the hard-wall value is then only about 20 % larger.

The other omissions, taken one at a time with hard walls kept, are these.

*Nonparabolic band.* Replace $E$ by $E(1+\alpha E)$ on the left of the level formula, with $\alpha=0.5$ eV⁻¹. The level becomes 76.3 meV, the spread 8.8 meV and the mean shift 0.76 meV. The spread falls by 7 %.

*Other valleys.* Silicon has six conduction valleys. In an unstrained fin with {100} sidewalls, two of them present the longitudinal mass, about 0.92, to the confinement. Their lowest level is at 16.35 meV, with a spread of 1.96 meV, because level, spread and shift all scale as $1/m$. In such a fin the level in your exercise is the lowest of the 0.19-mass ladder, not the lowest of the whole fin. The same holds for every sidewall orientation of unstrained silicon. A valley whose axis has direction cosine $n$ with the confinement direction presents $1/m=n^2/0.92+(1-n^2)/0.19$. At least one axis has $n^2\ge1/3$, so some valley always presents a mass of 0.26 or more. For the common {110} sidewall, four valleys present 0.315, with a level of 47.8 meV and a spread of 5.7 meV, and two present 0.19. The masses must therefore be matched to the crystal orientation and strain before the result is applied.

*Charge in the fin.* Take the fin to be undoped and gated equally from both sides, so that the potential is symmetric about its middle. Electrons repel one another and raise the band edge in the middle of the fin above its value at the sidewalls. Measure the level from the band edge at the sidewall, hold the total sheet density fixed as the width changes, and put all electrons in this one level. A self-consistent mean-field calculation then gives:

| Sheet density (cm⁻²) | Level (meV) | Spread (meV) | Mean shift (meV) |
|---|---|---|---|
| 10¹² | 90.5 | 8.8 | 0.85 |
| 10¹³ | 189.7 | 3.4 | 0.79 |

The spread falls because the electrostatic rise grows with width while the confinement energy falls. If the density profile keeps its shape, Gauss's law makes the field depend on the sheet density and on $x/W$ alone, so the rise in potential is proportional to $W$. At 10¹² cm⁻² the charge raises the level by $90.48-79.16=11.32$ meV, which contributes a slope of $11.32/5=2.26$ meV/nm. The total slope is $-31.67+2.26=-29.4$ meV/nm, and multiplying its size by 0.3 nm gives the 8.8 meV in the table. At 10¹³ cm⁻² the same estimate gives 2.9 meV instead of 3.4 meV, since the charge is then strong enough to change the profile. The fall belongs to this choice of reference. Measured from the band edge at the centre, the trend reverses: the level is 76.9 and 56.9 meV and the spread rises to 9.6 and 10.8 meV at the two densities. Within the hard-wall model, the result without charge applies to a nearly empty fin. The table is a single-level illustration: in the unstrained {100} fin described above, most electrons at 300 K would occupy the lower ladder with mass 0.92.

*Temperature.* The level itself does not depend on temperature in this model, but its occupation does. At 300 K, $k_BT=25.85$ meV. The second level of the ladder is at $4E_1=316.7$ meV, and its Boltzmann factor relative to the first is about $10^{-4}$, so within this ladder the first level dominates. For a dilute electron gas at fixed Fermi level, a device whose level is higher by one $\sigma_E$ holds fewer electrons in it by the factor $e^{-9.50/25.85}\approx0.69$.

The effects were sized separately, and their changes should not simply be added. Two further limits apply. A spread of 9.5 meV in the level can be read as 9.5 mV in threshold voltage when the threshold is set by this level at fixed electron density, the gate moves the fin potential one-to-one, and nothing else varies between devices. In an unstrained silicon fin the first condition fails, because several ladders share the electrons. With hard walls, parabolic bands and a fixed dilute density at 300 K, the Fermi level spreads by about 4.5 meV for {100} sidewalls and 6.4 meV for {110}. In a short channel the width also changes how well the gate controls the fin potential, an effect this model does not contain. And if the width also fluctuates along a single fin, the electron no longer sees one value of $W$, which is a different problem from the device-to-device variation treated here.

The full set of values is in the numerical output below.

## Calculated quantities

```
INPUTS
nominal width W0: 5.0 nm
rms width variation sigma: 0.3 nm
confinement mass / m0: 0.19
sigma / W0: 0.060
HARD-WALL RESULT
pi^2 hbar^2 / (2 m0): 0.37603 eV nm^2
ground level E1: 79.164 meV
ground level E1, converted: 0.07916 eV
E1 from lattice: 79.164 meV
slope dE1/dW: -31.666 meV/nm
slope from lattice: -31.672 meV/nm
slope from wall force: -31.666 meV/nm
curvature d2E1/dW2: 18.999 meV/nm^2
curvature from lattice: 19.003 meV/nm^2
first-order rms spread: 9.500 meV
spread / E1: 12.00 %
second-order mean shift: 0.855 meV
mean shift / E1: 1.08 %
mean shift / spread: 0.090
DEVICE AVERAGES FROM LATTICE LEVELS
level at W0 - sigma: 89.593 meV
level at W0 + sigma: 70.456 meV
two-width mean shift: 0.860 meV
two-width rms spread: 9.568 meV
cut-Gaussian mean shift: 0.871 meV
cut-Gaussian rms spread: 9.793 meV
Gaussian mean shift above leading order: 1.85 %
Gaussian spread above leading order: 3.09 %
skewed-width mean shift: 0.767 meV
skewed-width third-order formula: 0.752 meV
NEGLECTED EFFECTS (rough parameters)
oxide barrier 3.1 eV, oxide mass 0.5 m0
finite barrier: level 58.44, spread 6.04, mean shift 0.469 meV
nonparabolicity 0.5 1/eV
nonparabolic band: level 76.26, spread 8.83, mean shift 0.758 meV
other ladder, mass 0.92 m0: level 16.35, spread 1.96, mean shift 0.177 meV
relative permittivity 11.7; level from sidewall band edge
charge 1e12 cm^-2: level 90.48, spread 8.83, mean shift 0.854 meV
charge 1e13 cm^-2: level 189.70, spread 3.39, mean shift 0.792 meV
kT at 300 K: 25.85 meV
second level: 316.66 meV
Boltzmann ratio, second to first level: 1.0e-04
```
